# Spinodal, binodal and metastable coverages of a Bragg-Williams adsorbate: a numerical check

```python
"""Bragg-Williams adsorbate at t = T/Tc = 3/4.

Result under test: spinodal coverages are (1 -+ sqrt(1-t))/2 = 1/4, 3/4;
binodal coverages are (1 -+ m)/2 with m = tanh(m/t), m > 0.  The metastable
range is the two windows between binodal and spinodal coverages.

theta: coverage; z: neighbours per site; w: attraction per occupied pair;
k*Tc = z*w/4; p0: pressure at theta = 1/2 on the isotherm (coexistence);
delta: half the difference between two kinds of site energy;
K = w/(4kT): Ising coupling of the nearest-neighbour lattice gas.
Energies are in eV, temperatures in K, pressures in Torr.
"""
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.optimize import brentq
from scipy.special import gammaln, xlogy
from scipy.linalg import eigh

kB = k_joule / e_charge
T, Tc, z = 300.0, 400.0, 4
p0, site_density, heat = 0.10, 2.5, 0.60
T_use = 500.0
t = T / Tc
kT = kB * T
w = 4 * kB * Tc / z
g = z * w / kT                       # total attraction in units of kT


def binodal_order(tr):
    """Positive root of m = tanh(m/tr)."""
    return brentq(lambda m: np.tanh(m / tr) - m, np.sqrt(1 - tr), 1.0,
                  xtol=1e-14)


m_s = np.sqrt(1 - t)
m_b = binodal_order(t)
s_lo, s_hi = (1 - m_s) / 2, (1 + m_s) / 2
b_lo, b_hi = (1 - m_b) / 2, (1 + m_b) / 2

# --- Random-mixing energy: enumerate every filling of a periodic 4 x 4 lattice
codes = np.arange(2**16)
occ = ((codes[:, None] >> np.arange(16)) & 1).reshape(-1, 4, 4)
pairs = (occ * np.roll(occ, 1, 1) + occ * np.roll(occ, 1, 2)).sum((1, 2))
number = occ.sum((1, 2))
for n in range(1, 16):
    expected = (z * 16 / 2) * n * (n - 1) / (16 * 15)
    assert abs(pairs[number == n].mean() - expected) < 1e-10

# --- Exact counting for N sites: curvature and peaks of ln P(n)
N = 4000
n = np.arange(N + 1)
lnP = (gammaln(N + 1) - gammaln(n + 1) - gammaln(N - n + 1)
       + g * n**2 / (2 * N) - g * n / 2)
second = lnP[2:] - 2 * lnP[1:-1] + lnP[:-2]
unstable = n[1:-1][second > 0] / N
count_s_lo, count_s_hi = unstable.min(), unstable.max()
peak_lo = np.argmax(lnP[:N // 2]) / N
peak_hi = (N // 2 + np.argmax(lnP[N // 2:])) / N
assert abs(count_s_lo - s_lo) < 2e-3 and abs(count_s_hi - s_hi) < 2e-3
assert abs(peak_lo - b_lo) < 2e-3 and abs(peak_hi - b_hi) < 2e-3
assert abs(s_lo - 0.25) < 1e-12 and abs(s_hi - 0.75) < 1e-12

# --- Common tangent: lower convex hull of the free energy, no symmetry used
x = np.linspace(0, 1, 4001)
f = xlogy(x, x) + xlogy(1 - x, 1 - x) - g * x**2 / 2
hull = []
for i in range(len(x)):
    while len(hull) > 1:
        a, b = hull[-2], hull[-1]
        if (f[b] - f[a]) * (x[i] - x[a]) >= (f[i] - f[a]) * (x[b] - x[a]):
            hull.pop()
        else:
            break
    hull.append(i)
hull = np.array(hull)
j = np.argmax(np.diff(x[hull]))
hull_lo, hull_hi = x[hull[j]], x[hull[j + 1]]
assert abs(hull_lo - b_lo) < 6e-4 and abs(hull_hi - b_hi) < 6e-4

# Metastable coverages: locally convex, yet above the two-phase free energy
f_two_phase = np.interp(x, x[hull], f[hull])
curvature = np.gradient(np.gradient(f, x), x)
inside = (((x > b_lo + 0.01) & (x < s_lo - 0.01))
          | ((x > s_hi + 0.01) & (x < b_hi - 0.01)))
assert np.all(curvature[inside] > 0)
assert np.all(f[inside] > f_two_phase[inside])

# --- Metastable width against unstable width at other temperatures
for tr in np.linspace(0.1, 0.99, 90):
    ms, mb = np.sqrt(1 - tr), binodal_order(tr)
    assert ms < mb < np.sqrt(3) * ms

# --- Pressure limits: follow each branch by iterating the site occupation
def settle(ratio, start):
    theta = start
    for _ in range(20000):
        y = ratio * np.exp(g * (theta - 0.5))
        new = y / (1 + y)
        if abs(new - theta) < 1e-14:
            break
        theta = new
    return theta


def jump_ratio(start):
    low, high = 0.5, 2.0
    for _ in range(25):
        mid = (low + high) / 2
        if settle(mid, start) > 0.5:
            high = mid
        else:
            low = mid
    return (low + high) / 2


up_ratio, down_ratio = np.exp(4 / 3) / 3, 3 * np.exp(-4 / 3)
up_found, down_found = jump_ratio(0.0), jump_ratio(1.0)
assert abs(up_found - up_ratio) < 1e-4
assert abs(down_found - down_ratio) < 1e-4
land_up, land_down = settle(up_ratio, 1.0), settle(down_ratio, 0.0)
assert land_up > b_hi and land_down < b_lo

# --- Correlations: transfer matrices of the square nearest-neighbour model
def strip(width, K):
    """Log ratio of the two largest eigenvalues; order parameter element."""
    c = np.arange(2**width)
    s = 2.0 * ((c[:, None] >> np.arange(width)) & 1) - 1
    row = (s * np.roll(s, 1, axis=1)).sum(1)
    M = np.exp(K * (s @ s.T + 0.5 * (row[:, None] + row[None, :])))
    size = len(c)
    val, vec = eigh(M, subset_by_index=[size - 2, size - 1])
    order = abs(vec[:, 0] @ (s.mean(1) * vec[:, 1]))
    return np.log(val[1] / val[0]), order


K_crit = np.arcsinh(1.0) / 2
K_cross = brentq(lambda K: 6 * strip(6, K)[0] - 8 * strip(8, K)[0],
                 0.38, 0.50, xtol=1e-6)
assert abs(K_cross - K_crit) < 0.005
K_here = w / (4 * kT)
Tc_nn = w / (4 * kB * K_crit)
gap_here = strip(10, K_here)[0]
gap_infinite = -np.log(np.tanh(K_here)) - 2 * K_here
assert abs(gap_here - gap_infinite) < 0.02      # finite: no condensation
K_matched = K_crit / t                          # true Tc set to 400 K
gap_matched, order10 = strip(10, K_matched)
order8 = strip(8, K_matched)[1]
order_exact = (1 - np.sinh(2 * K_matched)**-4)**0.125
assert gap_matched < 0.02                       # near degeneracy: two phases
assert abs(order10 - order_exact) < 0.005
assert Tc_nn < T

# --- Unequal sites: where does the loop vanish for site energies -+ delta?
field = np.linspace(-8, 8, 4001)


def largest_feedback(d):
    a = 1 / (1 + np.exp(-(field + d)))
    b = 1 / (1 + np.exp(-(field - d)))
    return g * np.max((a * (1 - a) + b * (1 - b)) / 2)


delta_found = kT * brentq(lambda d: largest_feedback(d) - 1, 0.0, 3.0)
delta_formula = 2 * kT * np.arccosh(1 / np.sqrt(t))
assert abs(delta_found - delta_formula) < 1e-6
assert abs(delta_formula - kT * np.log(3)) < 1e-12

# --- Surface temperature at which coexistence reaches the upper limit
T_shifted = 1 / (1 / T - kB * np.log(up_ratio) / heat)
steps = np.linspace(T, T_shifted, 2001)
slope = heat / (kB * steps**2)
integral = np.sum((slope[1:] + slope[:-1]) / 2 * np.diff(steps))
assert abs(integral - np.log(up_ratio)) < 1e-7

# --- Temperature of use: isotherm above Tc has no loop
cov = np.linspace(0.001, 0.999, 9981)


def least_slope(temp):
    lnp = np.log(cov / (1 - cov)) - z * w / (kB * temp) * (cov - 0.5)
    return np.gradient(lnp, cov).min()


slope_use, slope_300 = least_slope(T_use), least_slope(T)
assert slope_use > 0 > slope_300

print(f"Temperature T = {T:.0f} K, critical Tc = {Tc:.0f} K, T/Tc = {t:.2f}")
print(f"Thermal energy kT = {kT:.5f} eV")
print(f"Neighbours z = {z}, pair attraction w = {w:.4f} eV")
print(f"Total attraction zw = {z*w:.4f} eV, zw/kT = {g:.4f}")
print(f"Spinodal coverages = {s_lo:.4f}, {s_hi:.4f}")
print(f"Spinodals from counting, {N} sites = "
      f"{count_s_lo:.4f}, {count_s_hi:.4f}")
print(f"Root of m = tanh(m/t): m = {m_b:.6f}")
print(f"Binodal coverages = {b_lo:.4f}, {b_hi:.4f}")
print(f"Binodals from convex hull = {hull_lo:.4f}, {hull_hi:.4f}")
print(f"Binodals from counting peaks = {peak_lo:.4f}, {peak_hi:.4f}")
print(f"Width of each metastable window = {s_lo-b_lo:.4f}")
print(f"Total metastable width = {m_b-m_s:.4f}")
print(f"Unstable width = {m_s:.4f}, binodal width = {m_b:.4f}")
print(f"Metastable/unstable width = {(m_b-m_s)/m_s:.4f}, "
      f"bound = {np.sqrt(3)-1:.4f}")
print(f"Site density = {site_density:.1f} per nm2")
print(f"Binodal densities = {b_lo*site_density:.3f}, "
      f"{b_hi*site_density:.3f} per nm2")
print(f"Spinodal densities = {s_lo*site_density:.3f}, "
      f"{s_hi*site_density:.3f} per nm2")
print(f"Coexistence pressure p0 = {p0:.3f} Torr")
print(f"Dilute branch ends at p/p0 = {up_ratio:.4f}, "
      f"p = {p0*up_ratio:.4f} Torr")
print(f"Dense branch ends at p/p0 = {down_ratio:.4f}, "
      f"p = {p0*down_ratio:.4f} Torr")
print(f"Jumps found by iteration: p/p0 = {up_found:.4f}, {down_found:.4f}")
print(f"Coverage after upward jump = {land_up:.4f}")
print(f"Coverage after downward jump = {land_down:.4f}")
print(f"Ising coupling here K = {K_here:.4f}, critical K = {K_crit:.4f}")
print(f"Critical K from strips of width 6 and 8 = {K_cross:.4f}")
print(f"True Tc, square nearest-neighbour model, same w = {Tc_nn:.1f} K")
print(f"Correlation length there at 300 K = {1/gap_infinite:.2f} sites")
print(f"Same from strip of width 10 = {1/gap_here:.2f} sites")
print(f"True Tc set to 400 K: binodals = {(1-order_exact)/2:.4f}, "
      f"{(1+order_exact)/2:.4f}")
print(f"Lower binodal from strip of width 10 = {(1-order10)/2:.4f}")
print(f"Its shift from width 8 to 10 = {(order8-order10)/2:.1e}")
print(f"Site-energy shift delta that removes loop = "
      f"{1000*delta_found:.2f} meV")
print(f"Heat of adsorption at coexistence = {heat:.2f} eV")
print(f"Warming that lifts p0 to upper limit = {T_shifted-T:.2f} K")
print(f"Temperature of use = {T_use:.0f} K, T/Tc = {T_use/Tc:.2f}")
print(f"Least d ln p/d theta: {slope_use:.3f} at {T_use:.0f} K, "
      f"{slope_300:.3f} at {T:.0f} K")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature T = 300 K, critical Tc = 400 K, T/Tc = 0.75
Thermal energy kT = 0.02585 eV
Neighbours z = 4, pair attraction w = 0.0345 eV
Total attraction zw = 0.1379 eV, zw/kT = 5.3333
Spinodal coverages = 0.2500, 0.7500
Spinodals from counting, 4000 sites = 0.2500, 0.7500
Root of m = tanh(m/t): m = 0.775516
Binodal coverages = 0.1122, 0.8878
Binodals from convex hull = 0.1123, 0.8878
Binodals from counting peaks = 0.1120, 0.8880
Width of each metastable window = 0.1378
Total metastable width = 0.2755
Unstable width = 0.5000, binodal width = 0.7755
Metastable/unstable width = 0.5510, bound = 0.7321
Site density = 2.5 per nm2
Binodal densities = 0.281, 2.219 per nm2
Spinodal densities = 0.625, 1.875 per nm2
Coexistence pressure p0 = 0.100 Torr
Dilute branch ends at p/p0 = 1.2646, p = 0.1265 Torr
Dense branch ends at p/p0 = 0.7908, p = 0.0791 Torr
Jumps found by iteration: p/p0 = 1.2646, 0.7908
Coverage after upward jump = 0.9238
Coverage after downward jump = 0.0762
Ising coupling here K = 0.3333, critical K = 0.4407
Critical K from strips of width 6 and 8 = 0.4396
True Tc, square nearest-neighbour model, same w = 226.9 K
Correlation length there at 300 K = 2.14 sites
Same from strip of width 10 = 2.13 sites
True Tc set to 400 K: binodals = 0.0151, 0.9849
Lower binodal from strip of width 10 = 0.0151
Its shift from width 8 to 10 = 1.2e-05
Site-energy shift delta that removes loop = 28.40 meV
Heat of adsorption at coexistence = 0.60 eV
Warming that lifts p0 to upper limit = 3.07 K
Temperature of use = 500 K, T/Tc = 1.25
Least d ln p/d theta: 0.800 at 500 K, -1.333 at 300 K
ALL CHECKS PASSED
```
